# The axial Gordon identity and chirality conservation at tree level: test program

```python
"""Axial Gordon identity and divergence of the axial current.

Result under test, for Dirac spinors u(p), u(p') of equal mass m:
  2m ubar' gamma^mu gamma5 u = ubar' [q^mu + i sigma^{mu nu} P_nu] gamma5 u
  q_mu ubar' gamma^mu gamma5 u = 2m ubar' gamma5 u
with q = p' - p, P = p' + p. In position space, also in a vector field:
  d_mu (psibar gamma^mu gamma5 psi) = 2m psibar i gamma5 psi.
The chiral charge Q5 is the space integral of psi^dagger gamma5 psi.
Units hbar = c = 1; metric (+,-,-,-); chiral representation; ubar u = 2m.
"""
import numpy as np
from scipy.linalg import expm
from scipy.constants import m_e, c, physical_constants

rng = np.random.default_rng(7)
one, zero = np.eye(2), np.zeros((2, 2))
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.block([[zero, one], [one, zero]]).astype(complex)]
gamma += [np.block([[zero, s], [-s, zero]]) for s in pauli]
beta = gamma[0]
gamma5 = 1j * gamma[0] @ gamma[1] @ gamma[2] @ gamma[3]
metric = np.diag([1.0, -1.0, -1.0, -1.0])
identity4 = np.eye(4)
sigma = [[0.5j * (a @ b - b @ a) for b in gamma] for a in gamma]


def dot(a, b):
    return a @ metric @ b


def slash(a):
    lowered = metric @ a
    return sum(lowered[n] * gamma[n] for n in range(4))


def bar(w):
    return w.conj() @ beta


def random_complex(n):
    return rng.normal(size=n) + 1j * rng.normal(size=n)


def sigma_contract(mu, a):
    lowered = metric @ a
    return sum(sigma[mu][n] * lowered[n] for n in range(4))


def axial_vector(left, right):
    return np.array([bar(left) @ g @ gamma5 @ right for g in gamma])


def gordon_terms(left, right, q, total):
    """The two terms on the right of the identity, before division by 2m."""
    pseudo = bar(left) @ gamma5 @ right
    spin = np.array([bar(left) @ (1j * sigma_contract(mu, total))
                     @ gamma5 @ right for mu in range(4)])
    return q * pseudo, spin


# Clifford algebra
for i in range(4):
    assert np.allclose(gamma5 @ gamma[i], -gamma[i] @ gamma5)
    for j in range(4):
        assert np.allclose(gamma[i] @ gamma[j],
                           metric[i, j] * identity4 - 1j * sigma[i][j])


def random_shell(m, sign):
    """Momentum and spinor with slash(k) w = m w; sign -1: antiparticle."""
    p3 = rng.normal(size=3)
    k = sign * np.array([np.sqrt(m * m + p3 @ p3), *p3])
    w = (slash(k) + m * identity4) @ random_complex(4)
    assert np.allclose(slash(k) @ w, m * w, atol=1e-11)
    return k, w


# Identities on random on-shell spinors, particles and antiparticles
for m in (1.0, 0.3, 0.0):
    for sign_out in (1, -1):
        for sign_in in (1, -1):
            kp, wp = random_shell(m, sign_out)
            k, w = random_shell(m, sign_in)
            q, total = kp - k, kp + k
            axial = axial_vector(wp, w)
            pseudo = bar(wp) @ gamma5 @ w
            first, second = gordon_terms(wp, w, q, total)
            assert np.allclose(2 * m * axial, first + second, atol=1e-10)
            first, second = gordon_terms(wp, w, total, q)
            assert np.allclose(first + second, 0, atol=1e-10)
            assert np.isclose(dot(q, axial), 2 * m * pseudo, atol=1e-10)
            assert np.isclose(dot(q, q) + dot(total, total), 4 * m * m,
                              atol=1e-10)

# Local divergence: time derivative taken from the Dirac equation in a field
for m in (1.0, 0.0):
    for charge in (0.0, 0.8):
        psi = random_complex(4)
        grad = [None] + [random_complex(4) for _ in range(3)]
        field = rng.normal(size=4)
        rhs = -1j * m * psi - 1j * charge * slash(field) @ psi
        rhs = rhs - sum(gamma[i] @ grad[i] for i in (1, 2, 3))
        grad[0] = np.linalg.solve(beta, rhs)
        div = sum(bar(grad[n]) @ gamma[n] @ gamma5 @ psi
                  + bar(psi) @ gamma[n] @ gamma5 @ grad[n] for n in range(4))
        density = bar(psi) @ (1j * gamma5) @ psi
        assert np.isclose(div, 2 * m * density, atol=1e-10)

# Tree diagram with one attached photon of arbitrary momentum
for m in (1.0, 0.0):
    kp, wp = random_shell(m, 1)
    k, w = random_shell(m, 1)
    photon, polarization = rng.normal(size=4), rng.normal(size=4)
    before, after = k + photon, kp - photon

    def propagator(a):
        return (slash(a) + m * identity4) / (dot(a, a) - m * m)

    def tree(vertex):
        eps = slash(polarization)
        return bar(wp) @ (vertex @ propagator(before) @ eps
                          + eps @ propagator(after) @ vertex) @ w

    q = kp - k - photon
    current = np.array([tree(g @ gamma5) for g in gamma])
    assert abs(tree(gamma5)) > 1e-6
    assert np.isclose(dot(q, current), 2 * m * tree(gamma5),
                      rtol=1e-8, atol=1e-9)


def helicity_spinor(m, p, theta, h):
    energy = np.hypot(m, p)
    ch, sh = np.cos(theta / 2), np.sin(theta / 2)
    chi = np.array([ch, sh]) if h > 0 else np.array([-sh, ch])
    low = np.sqrt(max(energy - h * p, 0.0))
    high = np.sqrt(max(energy + h * p, 0.0))
    return np.concatenate([low * chi, high * chi]).astype(complex)


def momentum(m, p, theta):
    return np.array([np.hypot(m, p), p * np.sin(theta), 0,
                     p * np.cos(theta)])


def flip_fraction(m, p, theta):
    u = helicity_spinor(m, p, 0.0, 1)
    keep = abs(bar(helicity_spinor(m, p, theta, 1)) @ beta @ u)
    flip = abs(bar(helicity_spinor(m, p, theta, -1)) @ beta @ u)
    energy = np.hypot(m, p)
    assert np.isclose(keep, 2 * energy * np.cos(theta / 2))
    assert np.isclose(flip, 2 * m * np.sin(theta / 2), atol=1e-12)
    fraction = flip**2 / (keep**2 + flip**2)
    a, b = m * np.sin(theta / 2), energy * np.cos(theta / 2)
    assert np.isclose(fraction, a * a / (a * a + b * b), atol=1e-12)
    return keep, flip, fraction


# Fock space of the four field components at one momentum
lower = np.array([[0, 1], [0, 0]], complex)
string = np.diag([1.0, -1.0])
annihilators = []
for site in range(4):
    op = np.eye(1)
    for n in range(4):
        factor = string if n < site else lower if n == site else one
        op = np.kron(op, factor)
    annihilators.append(op)


def quantize(matrix):
    return sum(matrix[a, b] * annihilators[a].conj().T @ annihilators[b]
               for a in range(4) for b in range(4))


def chirality_mode(m, p):
    energy = np.hypot(m, p)
    h = p * beta @ gamma[3] + m * beta
    hamiltonian, q5 = quantize(h), quantize(gamma5)
    rate = 1j * (hamiltonian @ q5 - q5 @ hamiltonian)
    assert np.allclose(rate, 2 * m * quantize(1j * beta @ gamma5))
    levels, states = np.linalg.eigh(hamiltonian)
    assert levels[1] - levels[0] > 0.1
    vacuum = states[:, 0]
    norm2 = np.linalg.norm(q5 @ vacuum)**2
    assert np.isclose(norm2, 2 * (m / energy)**2, atol=1e-12)
    positive = helicity_spinor(m, p, 0.0, 1) / np.sqrt(2 * energy)
    negative = np.array([-positive[2], 0, positive[0], 0])
    assert np.allclose(h @ positive, energy * positive)
    assert np.allclose(h @ negative, -energy * negative)
    create = sum(positive[a] * annihilators[a].conj().T for a in range(4))
    remove = sum(negative[a].conj() * annihilators[a] for a in range(4))
    pair = create @ remove @ vacuum
    assert np.isclose(np.linalg.norm(pair), 1)
    element = (pair.conj() @ q5 @ vacuum).real
    start = (vacuum + pair) / np.sqrt(2)

    def evolve(t):
        state = expm(-1j * hamiltonian * t) @ start
        return ((state.conj() @ q5 @ state).real,
                (state.conj() @ rate @ state).real)

    for t in (0.0, 0.37, 1.1, 2.9):
        law = p / energy + m / energy * np.cos(2 * energy * t)
        assert np.isclose(evolve(t)[0], law, atol=1e-10)
    pair_gap = (pair.conj() @ hamiltonian @ pair).real - levels[0]
    assert np.isclose(pair_gap, 2 * energy)
    return norm2, element, pair_gap, evolve


def clean(x, digits=4):
    return f"{round(float(x), digits) + 0.0:.{digits}f}"


def cplx(z):
    return f"({clean(z.real)}, {clean(z.imag)})"


# Worked example
mass, p_abs, angle = 1.0, 0.75, np.pi / 3
p_in, p_out = momentum(mass, p_abs, 0.0), momentum(mass, p_abs, angle)
q, total = p_out - p_in, p_out + p_in
u_in = helicity_spinor(mass, p_abs, 0.0, 1)
assert np.allclose(slash(p_in) @ u_in, mass * u_in)
print("complex numbers are printed as (real, imaginary)")
print("mass m =", clean(mass), "(unit of mass)")
print("momentum |p| =", clean(p_abs), "m; energy E =", clean(p_in[0]), "m")
print("scattering angle =", clean(np.degrees(angle), 1), "degrees")
print("q^mu [m]:", *[clean(x) for x in q])
print("P^mu [m]:", *[clean(x) for x in total])
print("q^2 =", clean(dot(q, q)), "m^2; P^2 =",
      clean(dot(total, total)), "m^2")
print("u(p), helicity + [m^1/2]:", *[clean(x.real) for x in u_in])
for h_out, name in ((-1, "flip"), (1, "non-flip")):
    u_out = helicity_spinor(mass, p_abs, angle, h_out)
    assert np.allclose(slash(p_out) @ u_out, mass * u_out)
    axial = axial_vector(u_out, u_in)
    first, second = gordon_terms(u_out, u_in, q, total)
    first, second = first / (2 * mass), second / (2 * mass)
    assert np.allclose(axial, first + second)
    pseudo = bar(u_out) @ gamma5 @ u_in
    divergence = dot(q, axial)
    assert np.isclose(divergence, 2 * mass * pseudo, atol=1e-12)
    print(f"{name}: u(p') [m^1/2]:", *[clean(x.real) for x in u_out])
    print(f"{name}: mu, A^mu, q term/2m, sigma term/2m [m]")
    for mu in range(4):
        print(" ", mu, cplx(axial[mu]), cplx(first[mu]), cplx(second[mu]))
    print(f"{name}: ubar' gamma5 u =", cplx(pseudo), "m")
    print(f"{name}: q.A =", cplx(divergence), "m^2")
    print(f"{name}: 2m ubar' gamma5 u =", cplx(2 * mass * pseudo), "m^2")

print("Coulomb vertex at fixed |p| and angle:")
for m in (1.0, 0.1, 0.0):
    keep, flip, fraction = flip_fraction(m, p_abs, angle)
    print(f"  mass {m:.1f}: non-flip {clean(keep)}, flip {clean(flip)},",
          f"flip fraction {clean(fraction, 6)}")

print("chiral charge of one momentum mode (dimensionless):")
for m in (1.0, 0.1, 0.0):
    norm2, element, gap, evolve = chirality_mode(m, p_abs)
    print(f"  mass {m:.1f}: norm^2 of Q5|0> = {clean(norm2, 6)},",
          f"pair element = {clean(element, 6)}")
norm2, element, gap, evolve = chirality_mode(mass, p_abs)
half_period = np.pi / gap
print("vacuum + pair state, m = 1: frequency 2E =", clean(gap), "m")
hartree = physical_constants["Hartree energy"][0]
print("  2E for the electron mass =",
      clean(gap * m_e * c**2 / hartree, 1), "hartree")
print("  <Q5> at t = 0:", clean(evolve(0.0)[0]))
print("  half period =", clean(half_period), "1/m")
print("  <Q5> after half a period:", clean(evolve(half_period)[0]))
print("  d<Q5>/dt after a quarter period:",
      clean(evolve(half_period / 2)[1]), "m")
print("done: every assertion held")
```

Output:

```
complex numbers are printed as (real, imaginary)
mass m = 1.0000 (unit of mass)
momentum |p| = 0.7500 m; energy E = 1.2500 m
scattering angle = 60.0 degrees
q^mu [m]: 0.0000 0.6495 0.0000 -0.3750
P^mu [m]: 2.5000 0.6495 0.0000 1.1250
q^2 = -0.5625 m^2; P^2 = 4.5625 m^2
u(p), helicity + [m^1/2]: 0.7071 0.0000 1.4142 0.0000
flip: u(p') [m^1/2]: -0.7071 1.2247 -0.3536 0.6124
flip: mu, A^mu, q term/2m, sigma term/2m [m]
  0 (0.0000, 0.0000) (0.0000, 0.0000) (0.0000, 0.0000)
  1 (1.7321, 0.0000) (-0.2436, 0.0000) (1.9756, 0.0000)
  2 (0.0000, 1.7321) (0.0000, 0.0000) (0.0000, 1.7321)
  3 (-1.0000, 0.0000) (0.1406, 0.0000) (-1.1406, 0.0000)
flip: ubar' gamma5 u = (-0.7500, 0.0000) m
flip: q.A = (-1.5000, 0.0000) m^2
flip: 2m ubar' gamma5 u = (-1.5000, 0.0000) m^2
non-flip: u(p') [m^1/2]: 0.6124 0.3536 1.2247 0.7071
non-flip: mu, A^mu, q term/2m, sigma term/2m [m]
  0 (1.2990, 0.0000) (0.0000, 0.0000) (1.2990, 0.0000)
  1 (1.2500, 0.0000) (0.0000, 0.0000) (1.2500, 0.0000)
  2 (0.0000, 1.2500) (0.0000, 0.0000) (0.0000, 1.2500)
  3 (2.1651, 0.0000) (0.0000, 0.0000) (2.1651, 0.0000)
non-flip: ubar' gamma5 u = (0.0000, 0.0000) m
non-flip: q.A = (0.0000, 0.0000) m^2
non-flip: 2m ubar' gamma5 u = (0.0000, 0.0000) m^2
Coulomb vertex at fixed |p| and angle:
  mass 1.0: non-flip 2.1651, flip 1.0000, flip fraction 0.175824
  mass 0.1: non-flip 1.3105, flip 0.1000, flip fraction 0.005789
  mass 0.0: non-flip 1.2990, flip 0.0000, flip fraction 0.000000
chiral charge of one momentum mode (dimensionless):
  mass 1.0: norm^2 of Q5|0> = 1.280000, pair element = 0.800000
  mass 0.1: norm^2 of Q5|0> = 0.034934, pair element = 0.132164
  mass 0.0: norm^2 of Q5|0> = 0.000000, pair element = 0.000000
vacuum + pair state, m = 1: frequency 2E = 2.5000 m
  2E for the electron mass = 46947.2 hartree
  <Q5> at t = 0: 1.4000
  half period = 1.2566 1/m
  <Q5> after half a period: -0.2000
  d<Q5>/dt after a quarter period: -2.0000 m
done: every assertion held
```
